# Fitting a Broadened Valence Edge and the Bias of Straight-Line Extrapolation

## A precise line with the wrong intercept

Consider a photoemission spectrum whose valence edge lies at a binding energy of 3.00 eV, recorded with a resolution of 0.40 eV. Draw a straight line through the rising flank between 3.1 and 3.6 eV and extend it down to the background. For the model spectrum treated below, the line meets the background near 2.86 eV. Counting for longer makes this answer more reproducible but no more correct, because the displacement is present in the noise-free spectrum.

In a gate stack the error matters twice. The valence offset between an oxide and its substrate is the difference of two edges, each referred to a core level. If both edges are extrapolated, the offset inherits the difference of two biases, which need not cancel.

The line fails here because the flank is not straight: the model's density of states curves, and the instrument smears it. A cure must model both effects. The same model also shows how wrong the line is.

## The density of states and its blurred form

Let $E$ be binding energy, increasing into the band, $E_v$ the edge, and $x=E-E_v$ the depth. A bias is the extrapolated edge minus $E_v$; a negative bias places the edge in the gap. The algebra uses atomic units, $\hbar=m_e=1$, and the numbers are in eV.

For an isotropic band of mass $m$ with nonparabolicity $\alpha$, take

$$\frac{k^2}{2m}=x(1+\alpha x).$$

With both spins, the number of states per volume down to depth $x$ is $k^3/(3\pi^2)$. Its derivative is the density of states:

$$\frac{d}{dx}\frac{[2m\,x(1+\alpha x)]^{3/2}}{3\pi^2}
=\frac{(2m)^{3/2}}{2\pi^2}\sqrt{x}\,\sqrt{1+\alpha x}\,(1+2\alpha x).$$

To first order in $\alpha x$, the last two factors give $1+\alpha x/2+2\alpha x=1+\tfrac52\alpha x$. If the photoemission matrix elements are constant over the fitted range, the emitted density is therefore modelled by

$$n(x)=A x^{1/2}+C x^{3/2}\quad(x>0),\qquad \beta=\frac CA=\frac{5\alpha}{2},$$

and by zero for $x<0$. The amplitude $A$ absorbs the mass and the unknown intensity. Dropping the higher powers is an approximation whose cost is measured later.

The instrument replaces $n$ by its convolution with a normalized Gaussian of standard deviation $\sigma$. Write $\phi$ for the unit normal density and $u=x/\sigma$. Substituting $t=\sigma s$ in the convolution of $t^p$ gives

$$\int_0^\infty t^p\,\frac1\sigma\,\phi\!\left(\frac{x-t}{\sigma}\right)dt=\sigma^pF_p(u),\qquad
F_p(u)=\int_0^\infty s^p\phi(u-s)\,ds,$$

for $p>-1$. With a constant background $B$ the mean spectrum is

$$S(x)=A\sigma^{1/2}F_{1/2}(u)+C\sigma^{3/2}F_{3/2}(u)+B.$$

To evaluate $F_p$, expand the square in the Gaussian and then the factor $e^{us}$:

$$F_p(u)=\frac{e^{-u^2/2}}{\sqrt{2\pi}}\sum_{n=0}^\infty\frac{u^n}{n!}\int_0^\infty s^{p+n}e^{-s^2/2}ds.$$

The substitution $w=s^2/2$ turns the integral into $2^{(p+n-1)/2}\,\Gamma(\tfrac{p+n+1}{2})$. For even and odd $n$ use $(2k)!=4^kk!\,(\tfrac12)_k$ and $(2k+1)!=4^kk!\,(\tfrac32)_k$, where $(a)_k=a(a+1)\cdots(a+k-1)$. Each half of the sum is then a Kummer series ${}_1F_1(a;b;z)=\sum_k (a)_kz^k/[(b)_kk!]$ with $z=u^2/2$:

$$F_p=\frac{e^{-z}}{\sqrt{2\pi}}\Big[2^{\frac{p-1}2}\Gamma(\tfrac{p+1}2)\,{}_1F_1(\tfrac{p+1}2;\tfrac12;z)
+u\,2^{\frac p2}\Gamma(\tfrac p2+1)\,{}_1F_1(\tfrac p2+1;\tfrac32;z)\Big].$$

This form was tested against direct quadrature for the five powers from $-1/2$ to $7/2$.

Three identities do the remaining work. Since $\partial_u\phi(u-s)=(s-u)\phi(u-s)$,

$$F_q'=F_{q+1}-uF_q\qquad(q>-1).$$

Since also $\partial_u\phi(u-s)=-\partial_s\phi(u-s)$, integration by parts gives, with vanishing boundary terms for $p>0$,

$$F_p'=pF_{p-1}.$$

Equating the two expressions gives $F_{p+1}=uF_p+pF_{p-1}$. In particular, $F_{3/2}=uF_{1/2}+\tfrac12F_{-1/2}$, so two functions supply the whole spectrum and its slope.

## How good can a line be on a parabolic edge?

Set $C=0$ and subtract the background, so that the spectrum is proportional to $F=F_{1/2}$. A tangent at $u$ meets zero at

$$b(u)=u-\frac{F}{F'},\qquad b'(u)=1-\frac{F'^2-FF''}{F'^2}=\frac{FF''}{F'^2}.$$

Both $F$ and $F'$ are positive, so the intercept moves deeper while the spectrum is convex and back towards the gap once it is concave. The best tangent is the one at the inflection, which is also the steepest.

There is one inflection. To see this, differentiate the first identity for $-1<q<0$ and use $F_{q+1}'=(q+1)F_q$:

$$F_q''=(q+1)F_q-F_q-uF_q'=qF_q-uF_q'.$$

At a stationary point the second derivative is $qF_q<0$, so every stationary point is a maximum. Two maxima would need a minimum between them, so there is at most one. There is at least one because $F_q$ is positive and vanishes at both ends. Call it $u_*$ for $q=-1/2$. Since $F_{1/2}'=\tfrac12F_{-1/2}$, the inflection of $F_{1/2}$ lies at $u_*$.

The stationarity condition $F_q'=0$ reads $F_{q+1}=uF_q$. For a general power $p=q+1$ between 0 and 1, the best intercept is therefore

$$u-\frac{F_p}{pF_{p-1}}=u-\frac up=u\left(1-\frac1p\right).$$

For $p=1/2$ this is $-u_*$: the tangent touches the spectrum a distance $u_*\sigma$ inside the band and meets the background the same distance inside the gap. Numerically $u_*=0.76495$. All other tangents do worse.

A least-squares line might seem able to escape this limit by averaging. It cannot, provided that all its points lie deeper than $-u_*\sigma$. Put $v=u+u_*>0$. The tangent bound $u-F/F'\le-u_*$ is equivalent to $vF'\le F$, hence

$$\frac{d}{dv}\frac Fv=\frac{vF'-F}{v^2}\le0,$$

and the ratio $r=F/v$ does not increase with depth. Fit the line $i+sv$ with positive weights $w_j$ of unit sum, and denote weighted means by angle brackets. The normal equations give

$$i=\frac{\langle v^2\rangle\langle F\rangle-\langle v\rangle\langle vF\rangle}{\langle v^2\rangle-\langle v\rangle^2}.$$

Insert $F_j=r_jv_j$ in the numerator, write it as a double sum, and average the result with its copy in which the labels are exchanged:

$$\sum_{jk}w_jw_kv_jv_kr_k(v_j-v_k)
=\frac12\sum_{jk}w_jw_kv_jv_k(r_k-r_j)(v_j-v_k)\ge0.$$

Each term is non-negative because the deeper point has the smaller or equal ratio. Thus $i\ge0$. The slope $s$ is positive because $F$ increases, so the zero of the line, $v=-i/s$, lies at or below $v=0$, which means $u\le-u_*$.

For this noise-free parabolic model, the bias of every such line is thus at least $u_*\sigma$ in magnitude. In a test with 400 random windows and weightings, the largest intercept was $-0.7686\,\sigma$, just on the permitted side of $-0.7650\,\sigma$. With noise, an individual line can of course land elsewhere.

Better resolution lowers this bound in proportion to $\sigma$, but it does not rescue a line drawn at a fixed depth. For $\sigma\to0$ the spectrum is $\sqrt x$, and its tangent at $x$ meets zero at $x-2x=-x$. The line must move towards the edge as the resolution improves.

A linear edge, $p=1$, behaves differently. There $F_1'=F_0$, the cumulative normal distribution, and $F_1=uF_0+\phi(u)$. The tangent intercept is $-\phi(u)/F_0(u)$, which is negative but tends to zero with depth. Straight-line extrapolation suits a straight density of states, fitted well beyond the blurred region.

## Why a fixed correction will not do

One might now keep the line and add $u_*\sigma$ to its result. On a parabolic band this is right only for the steepest tangent; a line drawn much deeper has a larger bias. Nonparabolicity makes the bias depend on the band shape as well. For the sharp two-term density, the tangent intercept is

$$x-\frac{n}{n'}=x-\frac{x(1+\beta x)}{\frac12+\frac32\beta x}
=-x\,\frac{1-\beta x}{1+3\beta x}.$$

It is negative for $x<1/\beta$, zero at $x=1/\beta$ and positive beyond. The $x^{3/2}$ term bends the flank upwards, and a tangent drawn deeper than $1/\beta$ cuts the background inside the band.

Blurring and a finite window are included as follows. Let a continuous, uniformly weighted window run from $a$ to $b$, with centre $c$ and length $L$. Let $G$ be an integral of $S-B$ and $H$ an integral of $G$. The squared distance from the centre integrates to $L^3/12$, so the least-squares slope is

$$m=\frac{12}{L^3}\int_a^b(x-c)(S-B)\,dx
=\frac{12}{L^3}\left[\frac L2(G_b+G_a)-(H_b-H_a)\right],$$

by one integration by parts. The line passes through the mean height $(G_b-G_a)/L$ at $x=c$, and meets the background at

$$X=c-\frac{G_b-G_a}{L\,m}.$$

Because $F_{p+1}'=(p+1)F_p$, a term $\sigma^pF_p$ of $S$ contributes $\sigma^{p+1}F_{p+1}/(p+1)$ to $G$ and $\sigma^{p+2}F_{p+2}/[(p+1)(p+2)]$ to $H$, each multiplied by its amplitude.

For a resolution of 0.40 eV and windows 0.40 eV long, the bias $X$ in eV is:

| $\beta$ (1/eV) | $c=0.30$ eV | $c=0.70$ eV | $c=1.10$ eV |
|---|---|---|---|
| 0.0 | −0.194 | −0.636 | −1.064 |
| 0.5 | −0.129 | −0.211 | −0.186 |
| 2.0 | −0.051 | +0.044 | +0.165 |

The sharp-tangent formula explains most of the middle column. At $x=0.70$ eV it gives $-0.70\times0.65/2.05=-0.22$ eV for $\beta=0.5$ per eV, and $+0.70\times0.40/5.20=+0.05$ eV for $\beta=2.0$ per eV. Even the sign depends on the band shape and the window. The first entry for $\beta=0.5$ per eV is slightly smaller in magnitude than the parabolic bound of 0.130 eV; this is no contradiction, since the bound was derived for $\beta=0$.

Now let both materials follow the two-term density, with values chosen for illustration and not taken from any material: the substrate with $\beta=0.5$ per eV and the oxide with $\beta=2.0$ per eV, and use the middle window for both. With the offset defined as oxide edge minus substrate edge on a common binding-energy scale, its error is

$$0.0437-(-0.2107)=+0.254\ \text{eV}.$$

The individual biases add here because they have opposite signs. Using the same procedure and resolution on both materials does not ensure cancellation.

## Fitting the edge instead

The unknowns are $\theta=(E_v,A,C,B)$, while $\sigma$ is taken from a separate calibration. Leaving $C$ free avoids imposing a value of $\beta$. Suppose that the counts $y_j$ at energies $E_j$ are independent Poisson variables with means $\mu_j=S(E_j-E_v)$. Apart from a constant, the log-likelihood and its gradient are

$$\ell=\sum_j(y_j\ln\mu_j-\mu_j),\qquad
\frac{\partial\ell}{\partial\theta_a}=\sum_jJ_{ja}\frac{y_j-\mu_j}{\mu_j},\qquad J_{ja}=\frac{\partial\mu_j}{\partial\theta_a}.$$

A second differentiation gives

$$-\frac{\partial^2\ell}{\partial\theta_a\partial\theta_b}
=\sum_j\left[\frac{y_jJ_{ja}J_{jb}}{\mu_j^2}-\left(\frac{y_j}{\mu_j}-1\right)\frac{\partial^2\mu_j}{\partial\theta_a\partial\theta_b}\right].$$

On average $y_j=\mu_j$, so the second term vanishes and the first becomes the information matrix $I=J^TWJ$, with $W=\mathrm{diag}(1/\mu_j)$. Using $I$ in place of the Hessian in Newton's method gives the Fisher-scoring step

$$\delta\theta=I^{-1}J^TW(y-\mu).$$

The columns of $J$ for $A$, $C$ and $B$ are $\sigma^{1/2}F_{1/2}$, $\sigma^{3/2}F_{3/2}$ and 1. Moving the edge deeper reduces $x$, so the column for $E_v$ is

$$-\frac{\partial S}{\partial x}=-\frac A2\sigma^{-1/2}F_{-1/2}-\frac{3C}2\sigma^{1/2}F_{1/2}.$$

The procedure is:

1. Estimate $B$ from the gap and $E_v$ from a straight line. The line is biased but adequate as a start.
2. At this edge, find non-negative $A$ and $C$ by weighted linear least squares. With $B>0$, all starting means are positive.
3. Take scoring steps, halving any step that lowers the likelihood beyond rounding or makes a mean non-positive.
4. Stop when the change in $E_v$ is negligible. The leading-order standard error of the edge is $\sqrt{(I^{-1})_{E_vE_v}}$.

Step halving guards against divergence; it does not prove that the maximum found is global. A second start, or a scan over $E_v$, is a sensible check on strong data as well as weak data; a case with a maximum far from the true edge appears in the last section.

## A simulated edge

The example uses round model parameters and represents no particular material. The edge is at 3.00 eV, and

$$\sigma=\frac{0.40\ \text{eV}}{2\sqrt{2\ln2}}=0.1699\ \text{eV}.$$

Further, $A=5000$ counts/eV$^{1/2}$, $\beta=0.5$ per eV, hence $C=2500$ counts/eV$^{3/2}$, and $B=100$ counts. There are 61 energies, 0.05 eV apart.

At the true edge $u=0$, where $F_{1/2}=0.4111$ and $F_{3/2}=\tfrac12F_{-1/2}=0.4300$. The mean signal is

$$5000\sqrt{0.1699}\,(0.4111)+2500\,(0.1699)^{3/2}(0.4300)+100\approx847+75+100=1022$$

counts. The true edge thus lies well up the flank, at ten times the background, and not where the signal first appears.

For the parabolic part alone, the best possible tangent would have the bias

$$-0.7650\times0.1699\ \text{eV}=-0.130\ \text{eV}=-0.00478\ \text{hartree},$$

about a third of the full width at half maximum. With $C$ included, the line through 3.1 to 3.6 eV has a noise-free bias of $-0.138$ eV. Its closeness to the parabolic figure belongs to this window: the table shows $-0.211$ eV for the same band with a deeper one.

In the first noisy spectrum the fit moves from the line's 2.865 eV to 3.042, 3.002 and then 3.006 eV, where it stays. The remaining 0.006 eV is the error of that one spectrum. Over 300 simulated spectra the results are:

| Method | Mean error (eV) | Scatter (eV) |
|---|---|---|
| Straight line | −0.138 | 0.008 |
| Blurred-density fit | −0.0001 | 0.0034 |

The mean error of the fit is below its sampling uncertainty, $0.0034/\sqrt{300}=0.0002$ eV. The information matrix predicts a scatter of 0.0036 eV; the 5 per cent difference is compatible with the sampling error of about 4 per cent for a standard deviation from 300 runs. The line's bias is some 18 times its own scatter, so repeated measurements would agree well on a wrong edge.

## What the fit still takes on trust

The small statistical error holds if the model is right. The first suspect is $\sigma$. The normalized Gaussian $g_\sigma$ obeys

$$\frac{\partial g_\sigma}{\partial\sigma}=\left(\frac{x^2}{\sigma^3}-\frac1\sigma\right)g_\sigma=\sigma\frac{\partial^2g_\sigma}{\partial x^2},$$

and therefore $\partial S/\partial\sigma=\sigma\,\partial^2S/\partial x^2$. Let noise-free data with width $\sigma$ be fitted with $\sigma+\delta\sigma$. The likelihood gradient vanishes at the fit, so to first order

$$J^TW\left(J\,\delta\theta+\frac{\partial S}{\partial\sigma}\delta\sigma\right)=0
\quad\Rightarrow\quad
\delta\theta=-I^{-1}J^TW\frac{\partial S}{\partial\sigma}\,\delta\sigma.$$

In the example the edge moves by $1.07\,\delta\sigma$, and actual refits with altered widths confirm this. Taking $\sigma$ too large by 0.01 eV shifts the edge 0.011 eV deeper, three times the statistical scatter. With a calibration error of this size, improving the calibration matters more than counting longer.

The second suspect is the truncated density of states. Spectra built from the full factor $\sqrt{1+\alpha x}\,(1+2\alpha x)$, with $\alpha=0.2$ per eV, and fitted with two terms give an edge shifted by $-0.003$ eV. This is as large as the scatter but far below the line's bias. The free amplitude $C$ can absorb part of the missing terms. The error grows quickly with the nonparabolicity and the fitted depth. For $\alpha=0.8$ per eV, which corresponds to the oxide's $\beta=2.0$ per eV above, the two-term fit over the full range is no longer reliable: a scan of $E_v$ in steps of 0.02 eV, with $A$, $C$ and $B$ optimized at each step, finds the highest likelihood at a shift of about $-0.23$ eV. This is larger in magnitude than the error of the line in the middle window, about $+0.11$ eV for the same full density. Ending the fitted range at 3.8 eV instead of 4.5 eV reduces the shift to about $-0.013$ eV. For a strongly nonparabolic band a shorter range thus reduces the truncation error without removing it; using the full density of states in the fit avoids the truncation itself.

Other effects lie outside the model. Gap states and a Lorentzian lifetime tail add intensity in the gap, and the fit can take up part of it by moving the edge. In the example, with the band continued to a depth of 6 eV, a Lorentzian half-width at half maximum of only 0.02 eV shifts the fitted edge by about $-0.03$ eV, well beyond the statistical scatter. A shorter range does not help here: ending the fit at 3.8 eV enlarges this shift to about $-0.05$ eV. Band bending across the probed depth superposes shifted edges, and so does uneven charging. A uniform charging shift cancels if the edge is referred to a core level measured under the same conditions. Matrix elements that vary over the window change the apparent shape, and a second band starting inside it adds a new edge. Real valence bands have several warped branches, so the two-term form holds only close to the edge. For an empirical-pseudopotential density of states of silicon, without spin-orbit coupling and at the same resolution and energies, the fit errs by about $-0.085$ eV when it runs to 4.5 eV, $-0.017$ eV to 3.8 eV and $-0.008$ eV to 3.6 eV, while the line errs by $-0.125$ eV for 3.1 to 3.6 eV and $-0.017$ eV for 3.5 to 3.9 eV. Residuals with a systematic pattern near the edge show that the model is inadequate, but their absence does not prove it correct, since the free parameters can hide part of a misfit in a shifted $E_v$. Repeating the fit with a shorter energy range exposes some of these errors: if the edge moves by more than the statistical error allows, the model needs revision before the offset is quoted.

## Table of computed values

```
true edge: 3.00 eV
resolution FWHM: 0.40 eV; sigma: 0.16986 eV
A: 5000 counts/eV^0.5; C: 2500 counts/eV^1.5
beta: 0.50 1/eV; alpha: 0.20 1/eV
background B: 100 counts
energies: 61, step 0.050 eV
gap background from energies below 2.30 eV
line window: 3.10 to 3.60 eV
F_(-1/2)(0): 0.860040 (dimensionless)
F_(1/2)(0): 0.411089 (dimensionless)
mean counts at true edge: 1022.4
mean counts at 3.50 eV: 4499.1
u_star: 0.764951 (dimensionless)
u_star*sigma/FWHM: 0.32484 (dimensionless)
parabolic steepest-tangent bias: -0.12994 eV
same bias: -0.004775 hartree
largest intercept/sigma of 400 random lines: -0.76863
line bias, continuous window: -0.13850 eV
line bias, sampled noise-free: -0.13792 eV
noise-free fit error: 4.4e-16 eV
first noisy fit, edge by iteration (eV): 2.86499 3.04153 3.00162 3.00634 3.00634 3.00634
iterations in first noisy fit: 5
simulated spectra: 300
fit mean error: -0.00012 eV
fit scatter: 0.00341 eV; predicted: 0.00359 eV
line mean error: -0.13824 eV
line scatter: 0.00761 eV
edge shift per sigma error, formula: 1.0706 eV/eV
edge shift per sigma error, refits: 1.0706 eV/eV
edge shift for sigma 0.01 eV too large: 0.01071 eV
edge shift from truncated density: -0.00338 eV
table window width: 0.40 eV; centres (eV): 0.30 0.70 1.10
line bias (eV), beta 0.0 1/eV: -0.1937 -0.6358 -1.0635
line bias (eV), beta 0.5 1/eV: -0.1288 -0.2107 -0.1862
line bias (eV), beta 2.0 1/eV: -0.0506 +0.0437 +0.1649
offset error, oxide beta 2.0 minus substrate beta 0.5, centre 0.70 eV: +0.2544 eV
```
